# Does a uniform background dopant stay uniform while another dopant diffuses?: test program

```python
"""
Result under test: a uniform, mobile, ionized background dopant does not stay
uniform while a donor diffuses. The internal field makes a background acceptor
pile up in the donor-rich region and dip ahead of it; a background donor does
the reverse. The effect fades when the donor density is far below ni.

Symbols: C donor density, B background density, z its charge number (+1 or -1),
phi = q*psi/kT reduced potential, n = ni*exp(phi), p = ni*exp(-phi),
N = C + z*B net doping, S = n + p, D_C and D_B diffusivities.
Inside the program densities are in units of ni, lengths in nm, times in s.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import odeint
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# ---------- round model parameters ----------
T = 1273.0             # K
NI = 1.0e19            # cm^-3, intrinsic density at T
D_C, D_B = 0.2, 1.0    # nm^2/s
PEAK = 5.0             # initial donor peak / ni
B0 = 0.01              # background / ni
WIDTH = 50.0           # nm, standard deviation of the donor half-Gaussian
HOUR = 3600.0          # s
BOX, DX = 800.0, 2.5   # nm
EPS_R = 12.0           # relative permittivity
KT_EV = const.k * T / const.e


def cells(box=BOX, dx=DX):
    return (np.arange(int(round(box / dx))) + 0.5) * dx


def gaussian(x, peak=PEAK, diffusivity=0.0, time=0.0):
    """Half-Gaussian with a sealed surface, spread by ordinary diffusion."""
    var = WIDTH**2 + 2 * diffusivity * time
    return peak * WIDTH / np.sqrt(var) * np.exp(-x**2 / (2 * var))


def neutral_potential(net):
    return np.arcsinh(net / 2)


def evolve(times, z=-1, peak=PEAK, back=B0, d_c=D_C, d_b=D_B, box=BOX, dx=DX,
           potential=neutral_potential, charged_defects=False):
    """Coupled drift-diffusion of both dopants, finite volumes, sealed ends."""
    x = cells(box, dx)
    start = np.empty(2 * x.size)
    start[0::2], start[1::2] = gaussian(x, peak), back

    def rate(_, y):
        c, b = y[0::2], y[1::2]
        phi = potential(c + z * b)
        slope = np.diff(phi) / dx
        out = np.zeros_like(y)
        for k, (dens, charge, diff) in enumerate(((c, 1, d_c), (b, z, d_b))):
            if charged_defects:   # donors follow n/ni, acceptors follow p/ni
                diff = diff * np.exp(charge * (phi[1:] + phi[:-1]) / 2)
            mean = (dens[1:] + dens[:-1]) / 2
            flux = -diff * (np.diff(dens) / dx + charge * mean * slope)
            out[k:-2:2][:flux.size] -= flux / dx
            out[k + 2::2] += flux / dx
        return out

    grid = np.concatenate(([0.0], np.atleast_1d(times)))
    sol = odeint(rate, start, grid, tfirst=True, ml=3, mu=3,
                 rtol=1e-8, atol=1e-12, mxstep=200000)
    assert np.all(np.isfinite(sol))
    return x, sol[1:, 0::2], sol[1:, 1::2]


def shape(x, b, back=B0):
    """Surface ratio, smallest ratio and its depth, largest ratio."""
    r = b / back
    return r[0], r.min(), x[r.argmin()], r.max()


# ---------- flux law from biased hopping between lattice planes ----------
a, zz, b_s, b_1, f_1 = sp.symbols("a z B B1 phi1")
forward = (b_s - a * b_1 / 2) * sp.exp(-zz * a * f_1 / 2)
backward = (b_s + a * b_1 / 2) * sp.exp(zz * a * f_1 / 2)
leading = sp.series(forward - backward, a, 0, 2).removeO()
assert sp.simplify(leading + a * (b_1 + zz * b_s * f_1)) == 0


# ---------- initial rates: derived formulas against the solver ----------
def field_terms(x):
    c = gaussian(x)
    c1 = -x / WIDTH**2 * c
    c2 = (x**2 / WIDTH**4 - 1 / WIDTH**2) * c
    net = c - B0
    s = np.sqrt(net**2 + 4)
    return c, c1, s, c1 / s, c2 / s - net * c1**2 / s**3


short = 0.2
x, c_new, b_new = evolve(short)
phi2 = field_terms(x)[4]
rate_solver = (b_new[0] - B0) / short
rate_formula = -D_B * B0 * phi2
err_rate = np.max(abs(rate_solver - rate_formula)) / np.max(abs(rate_formula))
assert err_rate < 0.01
faces = np.arange(x.size + 1) * DX
c_f, c1_f, s_f, _, _ = field_terms(faces)
donor_formula = np.diff(D_C * (1 + c_f / s_f) * c1_f) / DX
donor_solver = (c_new[0] - gaussian(x)) / short
err_donor = (np.max(abs(donor_solver - donor_formula))
             / np.max(abs(donor_formula)))
assert err_donor < 0.01

# ---------- weak donor in a strong background: closed solution ----------
weak, strong = 1e-3, 0.5
x, _, b_lin = evolve(HOUR, peak=weak, back=strong)
s0 = np.sqrt(strong**2 + 4)
d_star = D_B * (1 + strong / s0)
b_formula = (-D_B * strong / s0 / (D_C - d_star)
             * (gaussian(x, weak, D_C, HOUR) - gaussian(x, weak, d_star, HOUR)))
change = b_lin[0] - strong
err_lin = np.max(abs(change - b_formula)) / np.max(abs(b_formula))
assert err_lin < 0.01
v1, v2 = WIDTH**2 + 2 * D_C * HOUR, WIDTH**2 + 2 * d_star * HOUR
cross_formula = np.sqrt(v1 * v2 * np.log(v1 / v2) / (v1 - v2))
i = int(np.argmax(change < 0))
cross_solver = x[i - 1] + DX * change[i - 1] / (change[i - 1] - change[i])
assert i > 0 and abs(cross_solver - cross_formula) < 1.0

# ---------- frozen donor, long time: closed equilibrium ----------
x_eq, _, b_eq = evolve(4e5, back=strong, d_c=0.0, box=400.0)


def electrons(k_ratio):
    c = gaussian(x_eq)
    return (c + np.sqrt(c**2 + 4 * (1 + k_ratio))) / (2 * (1 + k_ratio))


k_eq = brentq(lambda k: np.mean(k * electrons(k)) - strong, 1e-3, 10)
err_eq = np.max(abs(b_eq[0] / (k_eq * electrons(k_eq)) - 1))
assert err_eq < 0.01

# ---------- worked example ----------
times = np.array([0.25, 1.0, 4.0]) * HOUR
x, c_all, b_all = evolve(times)
history = [shape(x, b) for b in b_all]
c_end, b_end = c_all[1], b_all[1]
main = history[1]
assert main[0] > 1.2 and main[1] < 0.95 and main[2] > WIDTH
x_c, _, b_c = evolve(HOUR, dx=2 * DX)
coarse = shape(x_c, b_c[0])
assert abs(coarse[0] / main[0] - 1) < 0.01
assert abs(coarse[1] / main[1] - 1) < 0.01

# reversed background charge must reverse the pattern
x, _, b_don = evolve(HOUR, z=1)
same = shape(x, b_don[0])
assert same[0] < 0.95 and same[3] > 1.02
same_depth = x[b_don[0].argmax()]

# the pattern must vanish for a weak donor
trend = []
for pk in (0.01, 0.1, 1.0):
    _, _, b_t = evolve(HOUR, peak=pk)
    trend.append((pk, shape(x, b_t[0])))
assert abs(trend[0][1][0] - 1) < 0.01 and abs(trend[0][1][1] - 1) < 0.01
assert trend[0][1][0] < trend[1][1][0] < trend[2][1][0] < main[0]

# ---------- size of the neglected effects ----------
# space charge: Poisson equation for the initial, steepest profile
len2 = (EPS_R * const.epsilon_0 * const.k * T
        / (const.e**2 * NI * 1e6)) * 1e18      # nm^2
net0 = gaussian(x) - B0
phi_n = neutral_potential(net0)
phi = phi_n.copy()
for _ in range(30):
    pad = np.concatenate(([phi[0]], phi, [phi[-1]]))
    resid = len2 * np.diff(pad, 2) / DX**2 - 2 * np.sinh(phi) + net0
    band = np.zeros((3, x.size))
    band[0, 1:] = band[2, :-1] = len2 / DX**2
    band[1] = -2 * len2 / DX**2 - 2 * np.cosh(phi)
    band[1, 0] += len2 / DX**2
    band[1, -1] += len2 / DX**2
    step = solve_banded((1, 1), band, -resid)
    phi += step
    if np.max(abs(step)) < 1e-11:
        break
assert np.max(abs(step)) < 1e-9
err_neutral = np.max(abs(phi - phi_n))
assert err_neutral < 0.01

# electron degeneracy: n = Nc/(exp(-eta) + 0.27), checked by polylogarithm
MASS = 1.1                                     # density-of-states mass / m_e
n_band = 2 * (2 * np.pi * MASS * const.m_e * const.k * T
              / const.h**2)**1.5 * 1e-6        # cm^-3
alpha = 0.27 * NI / n_band


def degenerate_potential(net):
    lead = 1 - alpha * net
    lin = alpha + net
    return np.log((lin + np.sqrt(lin**2 + 4 * lead)) / (2 * lead))


eta = float(degenerate_potential(PEAK - B0)) + np.log(NI / n_band)
fermi = float(mp.re(-mp.polylog(mp.mpf(3) / 2, -mp.e**eta)))
assert abs(1 / (np.exp(-eta) + 0.27) / fermi - 1) < 0.03
_, _, b_deg = evolve(HOUR, potential=degenerate_potential)
degen = shape(x, b_deg[0])

# diffusivities that follow the Fermi level through charged point defects
_, _, b_def = evolve(HOUR, charged_defects=True)
defect = shape(x, b_def[0])
defect_peak_depth = x[b_def[0].argmax()]
assert defect[3] > 1.02 and defect[1] < 0.98

# nearest-neighbour donor-acceptor pairs with screened Coulomb binding
BOND, SITES = 0.235, 5.0e22                    # nm, cm^-3
s_end = np.sqrt((c_end[0] - b_end[0])**2 + 4)
screen = np.sqrt(len2 / s_end)
bind = (const.e / (4 * np.pi * EPS_R * const.epsilon_0 * BOND * 1e-9)
        * np.exp(-BOND / screen))              # eV
pairs = 4 * c_end[0] * NI / SITES * np.exp(bind / KT_EV)

# further diffusion in ten years at 400 K
ACT, T_USE = 3.5, 400.0                        # eV, K
d_use = D_B * np.exp(-ACT * const.e / const.k * (1 / T_USE - 1 / T))
len_use = np.sqrt(d_use * 10 * const.year)

# ---------- further numbers for the example ----------
phi1 = field_terms(x)[3]
field = -KT_EV * phi1 * 1e7 / 1e3              # kV/cm
i_f = int(np.argmax(abs(field)))
turn = brentq(lambda d: field_terms(d)[4], 20.0, 250.0)
i_loss = int(np.argmin(rate_formula))
excess = np.sum(np.clip(b_end - B0, 0, None)) * DX * 1e-7 * NI
ceiling = np.exp(phi_n[0] - phi_n[-1])

# ---------- output ----------
print(f"temperature {T:.0f} K, kT {KT_EV:.4f} eV, ni {NI:.1e} cm^-3")
print(f"donor: peak {PEAK*NI:.1e} cm^-3, width {WIDTH:.0f} nm, "
      f"D {D_C:.1f} nm^2/s")
print(f"background: {B0*NI:.1e} cm^-3, D {D_B:.1f} nm^2/s")
print(f"initial peak field {field[i_f]:.1f} kV/cm at {x[i_f]:.0f} nm")
print(f"initial acceptor drift velocity there {D_B*phi1[i_f]:.4f} nm/s")
print(f"initial gain turns to loss at {turn:.1f} nm, "
      f"donor there {gaussian(turn):.2f} ni")
print(f"initial surface gain {rate_formula[0]/B0*HOUR:.2f} of B0 per hour")
print(f"fastest initial loss {rate_formula[i_loss]/B0*HOUR:.2f} of B0 per hour"
      f" at {x[i_loss]:.0f} nm")
print(f"electron density ratio, surface to deep, at start: {ceiling:.2f}")
print("acceptor background (ratios to B0):")
for t, h in zip(times, history):
    print(f"  {t/HOUR:.2f} h: surface {h[0]:.3f}, dip {h[1]:.3f} "
          f"at {h[2]:.0f} nm")
print("profiles after 1 h: depth nm, donor cm^-3, acceptor cm^-3")
for d in (0, 50, 100, 150, 200, 300, 400):
    print(f"  {d:3d}  {np.interp(d, x, c_end)*NI:.2e}  "
          f"{np.interp(d, x, b_end)*NI:.3e}")
print(f"acceptor dose moved into pileup, 1 h: {excess:.2e} cm^-2")
print(f"donor background, 1 h: surface {same[0]:.3f}, pileup {same[3]:.3f} "
      f"at {same_depth:.0f} nm")
print("trend, acceptor background, 1 h:")
for pk, h in trend:
    print(f"  donor peak {pk:.2f} ni: surface {h[0]:.4f}, dip {h[1]:.4f}")
print("tests (largest relative errors):")
print(f"  initial background rate {err_rate:.1e}, donor rate {err_donor:.1e}")
print(f"  weak-donor solution {err_lin:.1e}, equilibrium {err_eq:.1e}")
print(f"  sign change: formula {cross_formula:.2f} nm, "
      f"solver {cross_solver:.2f} nm")
print(f"  (weak-donor test: peak {weak:.3f} ni, background {strong:.1f} ni)")
print(f"  coarse grid: surface {coarse[0]:.3f}, dip {coarse[1]:.3f}")
print("neglected effects, 1 h:")
print(f"  space charge: error in phi at start {err_neutral:.1e}")
print(f"  degeneracy (Nc {n_band:.1e} cm^-3): surface {degen[0]:.3f}, "
      f"dip {degen[1]:.3f}")
print(f"  Fermi-level-dependent D: surface {defect[0]:.3f}, "
      f"dip {defect[1]:.3f} at {defect[2]:.0f} nm")
print(f"    its largest ratio {defect[3]:.3f} at {defect_peak_depth:.0f} nm")
print(f"  pairing: binding {bind:.2f} eV, paired/free acceptors {pairs:.2f}")
print(f"  ten years at {T_USE:.0f} K (barrier {ACT:.1f} eV): "
      f"{len_use:.0e} nm")
print("every check passed")
```

It prints:

```
temperature 1273 K, kT 0.1097 eV, ni 1.0e+19 cm^-3
donor: peak 5.0e+19 cm^-3, width 50 nm, D 0.2 nm^2/s
background: 1.0e+17 cm^-3, D 1.0 nm^2/s
initial peak field 21.1 kV/cm at 69 nm
initial acceptor drift velocity there -0.0192 nm/s
initial gain turns to loss at 69.2 nm, donor there 1.92 ni
initial surface gain 1.34 of B0 per hour
fastest initial loss -1.20 of B0 per hour at 101 nm
electron density ratio, surface to deep, at start: 5.21
acceptor background (ratios to B0):
  0.25 h: surface 1.274, dip 0.845 at 116 nm
  1.00 h: surface 1.526, dip 0.752 at 149 nm
  4.00 h: surface 1.540, dip 0.766 at 231 nm
profiles after 1 h: depth nm, donor cm^-3, acceptor cm^-3
    0  3.50e+19  1.526e+17
   50  2.79e+19  1.300e+17
  100  1.37e+19  9.070e+16
  150  3.23e+18  7.524e+16
  200  3.03e+17  8.476e+16
  300  4.48e+14  9.863e+16
  400  6.31e+10  9.996e+16
acceptor dose moved into pileup, 1 h: 2.78e+11 cm^-2
donor background, 1 h: surface 0.591, pileup 1.282 at 161 nm
trend, acceptor background, 1 h:
  donor peak 0.01 ni: surface 1.0018, dip 0.9993
  donor peak 0.10 ni: surface 1.0179, dip 0.9926
  donor peak 1.00 ni: surface 1.1656, dip 0.9288
tests (largest relative errors):
  initial background rate 1.4e-03, donor rate 3.8e-04
  weak-donor solution 9.7e-05, equilibrium 6.8e-05
  sign change: formula 80.05 nm, solver 80.05 nm
  (weak-donor test: peak 0.001 ni, background 0.5 ni)
  coarse grid: surface 1.526, dip 0.752
neglected effects, 1 h:
  space charge: error in phi at start 1.2e-03
  degeneracy (Nc 2.5e+20 cm^-3): surface 1.541, dip 0.747
  Fermi-level-dependent D: surface 1.153, dip 0.817 at 181 nm
    its largest ratio 1.174 at 54 nm
  pairing: binding 0.43 eV, paired/free acceptors 0.14
  ten years at 400 K (barrier 3.5 eV): 1e-11 nm
every check passed
```
